Field derivative of LDA and GGA exchange-correlation matrices over London orbitals

**1. A case that can be seen through**

Two real s-type Gaussians χ_μ and χ_ν sit at R_μ and R_ν. Let R = R_μ − R_ν and let S be their overlap. In a weak uniform magnetic field B each orbital carries a phase, and the product χ_μχ_ν becomes

Ω = exp[(i/2) B·(R×r)] χ_μχ_ν.

The origin of this phase is derived in Section 3. A gradient-corrected functional produces matrix elements in which a scalar multiplies Ω and a vector multiplies ∇Ω. Take both as given constants, v and g:

K = ∫ [v Ω + g·∇Ω] d³r.

Because Ω decays at infinity, ∫∇Ω d³r = 0, so g cannot contribute at any field. Differentiating under the integral must give the same answer. At B = 0 the derivative of Ω with respect to B_k is (i/2)(R×r)_k χ_μχ_ν, and the product rule turns the g term into

(i/2) ∫ [(R×r)_k g·∇(χ_μχ_ν) + χ_μχ_ν g·∇(R×r)_k] d³r.

Since (R×r)_k = Σ_ab ε_kab R_a r_b, its derivative along g is Σ_ab ε_kab R_a g_b = (R×g)_k. The second piece is therefore (i/2)(R×g)_k S. Integrating the first by parts gives −(i/2)(R×g)_k S, and the two cancel. A program that differentiates the orbitals but not the phase keeps the first piece alone and finds a spurious contribution from a constant vector.

What remains is the v term. The product of the Gaussians is centred at a point P = R_ν + tR on the line joining them, so ∫ r χ_μχ_ν d³r = P S. With R×P = R×R_ν = R_μ×R_ν,

∂K/∂B_k = (i/2) v S (R_μ×R_ν)_k.

The phase B·(R_μ×R_ν)/2 is the magnetic flux through the triangle formed by the coordinate origin and the two centres. In a real functional v and g vary in space and the cancellation is incomplete, but the same two pieces appear.

**2. Assumptions and theorem**

Atomic units are used and the electron has charge −1. The one-electron Hamiltonian is

H = ½(p + A)² + V,  A(r) = ½ B×(r − O),

where O is the gauge origin. The London orbitals are

ω_μ(r) = exp(−iA_μ·r) χ_μ(r),  A_μ = ½ B×(R_μ − O),

with χ_μ real, independent of B and centred at R_μ. The assumptions are these.

(a) All orbitals are doubly occupied. The density is ρ = Σ_μν D_νμ ω_μ*ω_ν, where D is Hermitian, includes both spins, and is real and symmetric at B = 0.

(b) The functional has its field-free form, without dependence on the current:

E_xc = Σ_g w_g f(ρ, σ),  σ = |∇ρ|².

Points r_g and weights w_g do not depend on B, and f is twice continuously differentiable at the densities met on the grid. Subscripts on f denote partial derivatives.

(c) For the total derivative, the self-consistent solution has a gap between occupied and empty orbitals and continues smoothly and uniquely from B = 0 to small B.

**Theorem.** Let R_μν = R_μ − R_ν. Under (a) and (b), the derivative of the exchange-correlation matrix at B = 0 with D held fixed is

K^k_μν = (i/2) Σ_g w_g { (R_μν×r)_k [f_ρ χ_μχ_ν + 2f_σ ∇ρ·∇(χ_μχ_ν)] + 2f_σ (R_μν×∇ρ)_k χ_μχ_ν }.  (1)

All functions are taken at r_g and at zero field. Under (c) this is also the total derivative, with the response of D included.

The last term of (1) is called the phase-gradient term below. For LDA f_σ = 0, and the first term alone survives.

**3. Lemmas**

**Lemma 1 (the matrix at finite field).** With Ω_μν = ω_μ*ω_ν,

K_μν = ∂E_xc/∂D_νμ = Σ_g w_g [f_ρ Ω_μν + 2f_σ ∇ρ·∇Ω_μν].  (2)

*Proof.* A change δD at fixed orbitals changes the density by δρ = Σ δD_νμ Ω_μν. From σ = ∇ρ·∇ρ follows δσ = 2∇ρ·∇δρ. Hence

δE_xc = Σ_g w_g [f_ρ δρ + f_σ δσ] = Σ_g w_g [f_ρ δρ + 2f_σ ∇ρ·∇δρ].

The coefficient of δD_νμ is (2). ∎

The factor 2 belongs to the convention that σ is built from the total density. No integration by parts has been used, so (2) is the derivative of the quadrature energy itself.

**Lemma 2 (the phase of a product).** For every B,

Ω_μν = exp[(i/2) B·(R_μν×r)] χ_μχ_ν,  (3)

and its first derivative at B = 0 is

Ω^k_μν = (i/2)(R_μν×r)_k χ_μχ_ν.  (4)

*Proof.* The sign of the exponent in ω_μ is fixed by the Hamiltonian. Acting on the phase, p = −i∇ produces −A_μ, so

(p + A) ω_μ = exp(−iA_μ·r)(p + A − A_μ) χ_μ,

A(r) − A_μ = ½ B×(r − R_μ).

Each orbital thus sees a vector potential that vanishes at its own centre. Complex conjugation reverses the phase of ω_μ, so the product has phase exp[i(A_μ − A_ν)·r]. In the difference O cancels: A_μ − A_ν = ½ B×R_μν. The cyclic rule (B×R_μν)·r = B·(R_μν×r) gives (3). Differentiation with respect to B_k gives (4). ∎

**Lemma 3 (no first-order density).** With D fixed, the first derivatives of ρ and ∇ρ with respect to B vanish at B = 0. Under (c) they also vanish when D follows the field.

*Proof.* At fixed D the derivative of ρ is Σ D_νμ Ω^k_μν. Exchanging μ and ν reverses R_μν and hence the sign of Ω^k_μν, while D is symmetric. The terms cancel in pairs at every r, and so do their gradients.

Now let D follow the field. Reversing B conjugates each London orbital. It also conjugates the Hamiltonian in the position representation, because p* = −p and (−p + A)² = (p − A)². Suppose D(B) is self-consistent at B. At −B, the matrix D(B)* gives the density

Σ D_νμ* ω_μ ω_ν* = ρ* = ρ.

The Hartree potential and the functions f_ρ and f_σ∇ρ are therefore the same at both fields. By (2), K is conjugated because Ω is conjugated. The whole Kohn–Sham matrix and the overlap matrix at −B are then the conjugates of those at B, their occupied eigenvectors are conjugates, and D(B)* is self-consistent at −B. By the uniqueness in (c), D(−B) = D(B)*.

The density at every point is thus even in B, and its first derivative is zero, as is that of its gradient. ∎

The density matrix itself does respond. Differentiating D(−B) = D(B)* at zero gives −D^k = (D^k)*, so D^k is imaginary. Being Hermitian, it is antisymmetric. The field sets up a current without moving charge to first order.

**4. Proof of the theorem**

Differentiate (2) with respect to B_k. The sum is finite and its points and weights are fixed, so the derivative may be taken term by term. Write ρ^k for the first-order density and σ^k = 2∇ρ·∇ρ^k. Then

dK_μν/dB_k = Σ_g w_g [f_ρ Ω^k_μν + 2f_σ ∇ρ·∇Ω^k_μν] + X,

X = Σ_g w_g [(f_ρρ ρ^k + f_ρσ σ^k) χ_μχ_ν + 2(f_ρσ ρ^k + f_σσ σ^k) ∇ρ·∇(χ_μχ_ν) + 2f_σ ∇ρ^k·∇(χ_μχ_ν)].

Every term of X contains ρ^k or ∇ρ^k, so X = 0 by Lemma 3. This holds for fixed D and, under (c), for the responding D.

In the remaining sum, (4) gives

∇ρ·∇Ω^k_μν = (i/2) [(R_μν×r)_k ∇ρ·∇(χ_μχ_ν) + χ_μχ_ν ∇ρ·∇(R_μν×r)_k].

The derivative of the linear function is the one met in Section 1, with ∇ρ in place of g:

∇ρ·∇(R_μν×r)_k = Σ_ab ε_kab R_μν,a ∂_bρ = (R_μν×∇ρ)_k.

Multiplying by 2f_σ and adding f_ρ Ω^k_μν yields (1). ∎

**Where the theorem stops.** An open-shell or degenerate state can have a complex density matrix at zero field. Its first-order density need not vanish, and X must then be kept. Exact exchange depends on D itself and not merely on ρ, so Lemma 3 does not remove its response to D^k. A functional of the kinetic-energy density or of the current needs further terms. For second derivatives in B the density response also enters, since an even function may have a quadratic part.

**5. Form for a program**

The pair vector R_μν does not depend on the grid point and can be taken out of the sum:

K^k_μν = (i/2)(R_μν×M_μν)_k.  (5)

The vector M_μν has the components

M^b_μν = Σ_g w_g { r_b [f_ρ χ_μχ_ν + 2f_σ ∇ρ·∇(χ_μχ_ν)] + 2f_σ ∂_bρ χ_μχ_ν }.

These three matrices are symmetric and need one matrix product each. Define

Z^b_μν = Σ_g w_g χ_μ [(½f_ρ r_b + f_σ ∂_bρ) χ_ν + 2f_σ r_b ∇ρ·∇χ_ν].

In Z^b_μν + Z^b_νμ the round bracket is counted twice, which restores f_ρ r_b + 2f_σ ∂_bρ. The orbital gradients combine as χ_μ∇χ_ν + χ_ν∇χ_μ = ∇(χ_μχ_ν). Hence M^b = Z^b + (Z^b)ᵀ. The phase-gradient term only adds f_σ ∂_bρ to the scalar that multiplies χ_ν at each grid point, and needs no further orbital derivatives or matrix products.

Equation (5) shows that K^k is imaginary and antisymmetric, hence Hermitian. It is zero for two functions on the same centre, because their phases cancel in the product.

**6. Two consequences**

**Corollary 1 (local potential).** In the limit of a complete quadrature, with vanishing surface terms,

K^k_μν = (i/2) ∫ (R_μν×r)_k v_xc χ_μχ_ν d³r,  v_xc = f_ρ − 2∇·(f_σ∇ρ).

*Proof.* Integrate the gradient part by parts:

∫ 2f_σ ∇ρ·∇Ω^k_μν d³r = −∫ 2∇·(f_σ∇ρ) Ω^k_μν d³r.

Adding ∫ f_ρ Ω^k_μν d³r and inserting (4) gives the result. ∎

The GGA derivative thus has the LDA form with a different potential. This requires the whole of ∇Ω^k. Without the phase-gradient term, the matrix differs from that of v_xc by −i∫ f_σ (R_μν×∇ρ)_k χ_μχ_ν d³r. On a finite grid the two forms of the complete derivative differ by quadrature error, and (1) is the one that belongs to the quadrature energy. It also avoids second derivatives of ρ.

**Corollary 2 (translation).** Move the nuclei, the grid and O together by a. Then

K^k_μν → K^k_μν + (i/2)(R_μν×a)_k K_μν.

*Proof.* Differences of centres, orbital values and densities at corresponding points are unchanged, while r becomes r + a. In M^b the added piece is a_b times Σ_g w_g [f_ρ χ_μχ_ν + 2f_σ ∇ρ·∇(χ_μχ_ν)], which is a_b K_μν at zero field. Insert this in (5). ∎

The change has no physical content. The translated orbital is the old one times the constant phase exp(−iA_μ·a), so every matrix element acquires the factor exp[i(A_μ − A_ν)·a], whose first-order part is the term found. Such a rephasing leaves observables unchanged.

The phase-gradient term contains no bare r and is unaffected by the translation. A matrix that lacks it obeys the same rule, so independence of the choice of origin is no evidence that the term has been included.

**7. What the phase-gradient term measures**

The cross product R_μν×∇ρ selects the part of the density gradient perpendicular to the line joining the two centres. A functional simple enough for closed formulas shows this. Take f = σ/(8ρ) and a Gaussian density ρ = ρ₀ exp(−βs²), where s = r − C. Then ∇ρ = −2βρs and σ = 4β²ρ²s², so

f_ρ = −σ/(8ρ²) = −½β²s²,

2f_σ∇ρ = ∇ρ/(4ρ) = −½βs.

For the s-type pair of Section 1 the mean of s over χ_μχ_ν is P − C. The phase-gradient part of the derivative is therefore

(i/2)(−β/2) S [R×(P − C)]_k = −(iβ/4) S [R×(R_ν − C)]_k,

where R×P = R×R_ν was used. It vanishes if the density is centred on the line through the two nuclei, and grows with the distance of C from that line. For other orbital pairs a transverse gradient that averages to zero over an s-type product can survive, as the next section shows.

**8. Water**

The molecule has O–H distances of 0.96 Å and an angle of 104.5°. Oxygen is at the coordinate origin, one hydrogen lies on the positive x axis, and the molecule lies in the xy plane. The density comes from a self-consistent PBE calculation in the 6-31G basis, which has 13 functions here, and the sums run over 59 588 grid points.

With the field along x, y or z, the phase-gradient term is largest in magnitude for the outer p_z function of oxygen (μ) and the outer s function of the hydrogen on the x axis (ν), with B along y. For this pair R_μν = (−1.814137, 0, 0) bohr.

Reflection in the molecular plane leaves ρ unchanged and reverses the sign of χ_μχ_ν. The x and y components of M_μν are therefore zero. The z component survives, because z and ∂_zρ are also odd. Its three parts, in hartree bohr, are

f_ρ part: −0.258135
orbital-gradient part: −0.016679
phase-gradient part: +0.007256

The y component of the cross product is R_z M^x − R_x M^z = 1.814137 M^z. Half of this factor is 0.907069, and K^y_μν is i times the sum of

0.907069 × (−0.258135) = −0.234146
0.907069 × (−0.016679) = −0.015129
0.907069 × 0.007256 = +0.006582

in hartree per atomic unit of field. The total is −0.242693. One atomic unit of field is 2.3505×10⁵ T, so the derivative is −1.0325×10⁻⁶ i hartree per tesla. The same reflection makes the zero-field element K_μν vanish, so by Corollary 2 this value does not depend on the coordinate origin.

The phase-gradient term is 2.7 % of the total in magnitude. Compared with the gradient correction it is not small. LDA, with Slater exchange and VWN correlation at the same density, gives −0.249460, so PBE shifts this element by 0.006767. Without the phase-gradient term the PBE value would be −0.249275, and nearly all of that shift would be lost. This near-cancellation does not hold throughout the matrix: over all elements and field directions, the largest departure from LDA falls only from 0.0068 to 0.0030.

Corollary 1 can be evaluated on the same grid, with v_xc built from second derivatives of the density and set to zero where ρ is below 10⁻⁸ bohr⁻³. Over the whole matrix, with the field along x, y or z, it differs from (1) by at most 4.6×10⁻⁸ hartree per atomic unit of field. If the phase-gradient term is left out of (1), the largest difference is 6.6×10⁻³.

The effect on the nuclear shielding follows from a finite-field calculation. A nuclear moment m at R_N adds the vector potential α² m×r_N/r_N³, where r_N = r − R_N and α is the fine-structure constant. It is divergence-free, so the term linear in m in H is

α² m·[r_N×(p + A)]/r_N³.

The basis does not depend on m and the energy is stationary, so the first derivative of the energy with respect to m is the expectation value of this operator without m. The shielding is its derivative with respect to B:

σ_jk = α² d/dB_j Σ_μν D_νμ ⟨ω_μ| [r_N×(p + A)]_k / r_N³ |ω_ν⟩.

This tensor σ_jk is unrelated to the density variable σ. The Kohn–Sham matrix was diagonalized at fields of ±10⁻³ atomic units along each axis, and the derivative was taken as a central difference. The Hartree potential was that of the field-free density, and the exchange-correlation matrix was built from the field-free density matrix with the London orbitals at finite field. Neither choice affects the first derivative, because by Lemma 3 the density has no first-order change, whether D is held fixed or follows the field. For comparison, the phase-gradient term times B was subtracted from the matrix. The isotropic values, one third of the trace, are

oxygen: 315.8 ppm with the term, 324.8 ppm without it
hydrogen: 33.09 ppm with the term, 32.99 ppm without it

Omission raises the oxygen shielding by 9.0 ppm, or 2.9 % of its value, and lowers that of hydrogen by 0.10 ppm, or 0.3 %. By Corollary 2 these errors do not reveal themselves through a dependence on the origin.

The shieldings describe an isolated, rigid molecule with PBE in a small basis. Basis-set incompleteness, vibration, solvent, relativity and any current dependence of the functional are left out, so the absolute values are no prediction of experiment. Neither the values nor the differences are converged in the basis. In 6-31G*, cc-pVDZ and cc-pVTZ the oxygen shielding is about 322, 343 and 336 ppm and the hydrogen shielding about 32.4, 32.0 and 31.6 ppm. Omitting the term raises the oxygen value by about 8.5, 10 and 1.8 ppm and lowers the hydrogen value by about 0.13, 0.14 and 0.12 ppm. The 9.0 ppm found above thus belongs to 6-31G, and in cc-pVTZ the error for oxygen is only 0.5 %.
